# Current Exponents for Void Nucleation and Void Growth in Electromigration

## 1. A void already open

Take a straight metal line of cross-section $A$ with its cathode end at $x=0$. A void spans the metal there, a thin conducting liner carries the current past it, and the metal beyond it is free of stress. The electrons push each atom in the $+x$ direction with the force

$$F=eZ\rho j .$$

Here $e$ is the elementary charge, $Z$ the magnitude of the effective charge number, $\rho$ the resistivity and $j$ the current density. An atom with diffusivity $D$ has mobility $D/(kT)$, so it drifts at

$$v=\frac{DF}{kT}=\frac{DeZ\rho j}{kT}.$$

The metal edge recedes at this speed. If the line fails when the void volume reaches $A\ell_c$, then

$$t_g=\frac{\ell_c}{v}=\frac{\ell_c kT}{DeZ\rho j}\propto j^{-1}. \tag{1}$$

A fixed number of atoms must leave, and they leave at a rate proportional to $j$.

If there is no void yet, the line must first build up enough tension to open one. That time follows another law, because the tension spreads along the line while it builds.

Throughout, $Z,\rho,D,T$, the void length $\ell_c$ and the critical stress $\sigma_c$ do not depend on $j$. This excludes Joule heating.

## 2. The stress equation

Let $\sigma$ be the hydrostatic stress, positive in tension. Adding an atom of volume $\Omega$ to metal under tension relieves the tension, so the chemical potential is lowered: $\mu=\mu_0-\Omega\sigma$. The total force on an atom is

$$F-\frac{\partial\mu}{\partial x}=F+\Omega\frac{\partial\sigma}{\partial x}.$$

With $1/\Omega$ atoms per volume, the atom flux is

$$J=\frac{D}{\Omega kT}\left(F+\Omega\frac{\partial\sigma}{\partial x}\right).$$

The confined line responds elastically to missing atoms with an effective modulus $B$: a missing fraction $\sigma/B$ gives the tension $\sigma$, for $\sigma\ll B$. The fraction lost per unit time is $\Omega\,\partial J/\partial x$, so

$$\frac{\partial\sigma}{\partial t}=B\Omega\frac{\partial J}{\partial x}
=\frac{\partial}{\partial x}\left[\kappa\left(\frac{\partial\sigma}{\partial x}+G\right)\right],
\qquad \kappa=\frac{DB\Omega}{kT},\quad G=\frac{F}{\Omega}. \tag{2}$$

In these symbols $v=\kappa G/B$, because $\kappa G/B=(D\Omega/kT)(F/\Omega)$.

At a blocked end $J=0$, hence $\partial\sigma/\partial x=-G$. The initial stress is zero.

## 3. Time to nucleation in a long line

Let the cathode end be blocked and the other end far away. For constant $\kappa$, define $w=\partial\sigma/\partial x+G$, which is proportional to the flux. Differentiating (2) with respect to $x$ gives

$$\frac{\partial w}{\partial t}=\kappa\frac{\partial^2 w}{\partial x^2},\qquad w(0,t)=0,\qquad w(x,0)=G .$$

The solution is $w=G\,\mathrm{erf}(\eta)$ with $\eta=x/(2\sqrt{\kappa t})$. To check it, use $\partial\eta/\partial t=-\eta/(2t)$ and $(\partial\eta/\partial x)^2=1/(4\kappa t)$:

$$\frac{\partial w}{\partial t}=-\frac{G\eta}{t\sqrt\pi}e^{-\eta^2},\qquad
\kappa\frac{\partial^2w}{\partial x^2}=\frac{\kappa}{4\kappa t}\,\frac{2G}{\sqrt\pi}(-2\eta)e^{-\eta^2}=-\frac{G\eta}{t\sqrt\pi}e^{-\eta^2}.$$

Thus $\partial\sigma/\partial x=w-G=-G\,\mathrm{erfc}(\eta)$. Since $\sigma\to0$ far away,

$$\sigma(x,t)=G\int_x^\infty \mathrm{erfc}\!\left(\frac{x'}{2\sqrt{\kappa t}}\right)dx'
=2G\sqrt{\kappa t}\left[\frac{e^{-\eta^2}}{\sqrt\pi}-\eta\,\mathrm{erfc}(\eta)\right]. \tag{3}$$

The last step is integration by parts:

$$\int_\eta^\infty\mathrm{erfc}(u)\,du=\big[u\,\mathrm{erfc}(u)\big]_\eta^\infty+\frac{2}{\sqrt\pi}\int_\eta^\infty ue^{-u^2}du .$$

The tension is largest at the cathode:

$$\sigma(0,t)=2G\sqrt{\frac{\kappa t}{\pi}} .$$

Nucleation is taken to occur when this reaches $\sigma_c$. Squaring and solving for $t$,

$$t_n=\frac{\pi\sigma_c^2}{4\kappa G^2}=\frac{\pi\sigma_c^2\,\Omega kT}{4DB(eZ\rho j)^2}\propto j^{-2}. \tag{4}$$

The second form uses $\kappa G^2=DBF^2/(\Omega kT)$.

## 4. Where the second power comes from

The slope at the blocked end is fixed at $-G$, so a tension $\sigma_c$ occupies a length of order $\sigma_c/G$. Diffusion over that length takes a time of order $(\sigma_c/G)^2/\kappa$. A larger current shortens the stressed region, and the time goes as its square.

The exponent survives a diffusivity that depends on stress. It does not in general survive one that varies with position over a fixed length, as grain structure can make it do, because that length does not scale with $G$. Let $D$, and therefore $\kappa$, depend on the local stress. Put $X=Gx$ and $\theta=G^2t$, so that $\partial/\partial x=G\,\partial/\partial X$ and $\partial/\partial t=G^2\,\partial/\partial\theta$. Equation (2) becomes, after division by $G^2$,

$$\frac{\partial\sigma}{\partial\theta}=\frac{\partial}{\partial X}\left[\kappa(\sigma)\left(\frac{\partial\sigma}{\partial X}+1\right)\right],\qquad \left.\frac{\partial\sigma}{\partial X}\right|_{X=0}=-1 .$$

The current has disappeared from the equation, from both end conditions and from the criterion $\sigma=\sigma_c$. Failure therefore occurs at a value of $\theta$ independent of $j$, and $t_n=\theta_c/G^2$. A numerical solution with $D$ multiplied by $\exp(1.5\,\sigma/\sigma_c)$ tests this: the fitted exponent is 2.000, while the time itself falls to 0.82 of its value for constant $D$.

## 5. A finite line can escape nucleation

Now block both ends, at $x=0$ and $x=L$, with constant $\kappa$. The final state has no flux, so its slope is $-G$. Atoms are conserved, so the average stress stays zero:

$$\sigma_\infty(x)=G\left(\frac L2-x\right).$$

The difference $u=\sigma-\sigma_\infty$ obeys the diffusion equation with zero slope at both ends, and starts as $u=G(x-L/2)$. Its cosine coefficients, found by parts with vanishing boundary terms, are

$$a_n=\frac{2G}{L}\int_0^L\left(x-\frac L2\right)\cos\frac{n\pi x}{L}\,dx
=-\frac{2G}{n\pi}\int_0^L\sin\frac{n\pi x}{L}\,dx=-\frac{2GL}{n^2\pi^2}\left[1-(-1)^n\right].$$

They vanish for even $n$, and $a_0=0$. Each mode decays at the rate $n^2\pi^2\kappa/L^2$, so

$$\sigma(0,t)=GL\left[\frac12-\frac4{\pi^2}\sum_{n\ \mathrm{odd}}\frac{e^{-n^2\pi^2\kappa t/L^2}}{n^2}\right]. \tag{5}$$

This rises towards $GL/2$ without reaching it in finite time. If $GL\le2\sigma_c$, the void never nucleates in this model. The $j^{-2}$ law therefore needs $GL$ well above $2\sigma_c$.

Near the threshold the time is long and the $n=1$ term dominates. With $s=\sigma_c/(GL)$, setting (5) equal to $\sigma_c$ gives

$$t_n\simeq\frac{L^2}{\pi^2\kappa}\,\Lambda,\qquad \Lambda=\ln\frac{8}{\pi^2(1-2s)} .$$

Define the local exponent $n=-d\ln t/d\ln j$. Since $s\propto1/j$, we have $ds/d\ln j=-s$, and $d\Lambda/ds=2/(1-2s)$. Hence

$$n\simeq\frac{2s}{(1-2s)\,\Lambda}.$$

As $s\to1/2$ the factor $1/(1-2s)$ grows faster than the logarithm, so $n$ diverges. For $GL/\sigma_c=2.1$ this formula gives $20/2.83\approx7.1$, in agreement with the value 7.06 from the full series. The series gives 2.25 at $GL/\sigma_c=3$ and 2.02 at 4. A measured exponent above 2 can thus arise from a short line without any heating.

## 6. How long the drift stays constant

Return to the open void in a stress-free line. Its surface carries no normal stress, so $\sigma(0,t)=0$. Atoms leaving the void edge enter the line, and

$$\frac{d\ell}{dt}=\Omega J(0,t)=v+\frac{\kappa}{B}\left.\frac{\partial\sigma}{\partial x}\right|_{x=0}. \tag{6}$$

The boundary is kept at $x=0$, which is allowed when $\ell$ is small compared with the diffusion length. In a half-infinite line $\sigma=0$ satisfies the equation and all conditions, so $d\ell/dt=v$ and (1) follows.

In a finite line atoms pile up at the blocked anode end and create compression. The slope $p=\partial\sigma/\partial x$ obeys the diffusion equation, starts at zero and equals $-G$ at $x=L$. At $x=0$ the stress is constant in time, so $\partial p/\partial x=0$ there. The disturbance from $L$ and its mirror image give, at early times,

$$p\simeq-G\left[\mathrm{erfc}\frac{L-x}{2\sqrt{\kappa t}}+\mathrm{erfc}\frac{L+x}{2\sqrt{\kappa t}}\right].$$

The second term slightly violates the condition at $x=L$, by $G\,\mathrm{erfc}(L/\sqrt{\kappa t})$, which is negligible while $\kappa t\ll L^2$. At the void,

$$\frac{d\ell}{dt}\simeq v\left[1-2\,\mathrm{erfc}\frac{L}{2\sqrt{\kappa t}}\right].$$

Growth finally stops when $\sigma=-Gx$. The atoms that left the void are then stored as compression, so

$$\ell_{\rm sat}=\frac1B\int_0^L Gx\,dx=\frac{GL^2}{2B}.$$

The law $t_g\propto j^{-1}$ requires $\ell_c\ll\ell_{\rm sat}$. This is the same requirement as $\kappa t_g\ll L^2$, since $\kappa t_g=\kappa\ell_c/v=B\ell_c/G$.

## 7. Nucleation followed by growth

A line that starts without a void passes through both stages. When the void opens at $t_n$, the stress at $x=0$ drops to zero, here taken as sudden. The tension stored in the metal then drains into the void and makes it grow faster than $v$.

**How much is stored.** Before nucleation, integrating (2) over the half-infinite line gives

$$\frac{d}{dt}\int_0^\infty\sigma\,dx=\kappa\left[w(\infty)-w(0)\right]=\kappa G .$$

At $t_n$ the missing atoms amount to a length $\kappa Gt_n/B=vt_n$.

**How it is distributed.** The blocked-end profile can be built from small amounts of tension released at $x=0$ at a steady rate $\kappa G$. An amount of age $s$ has spread into a half-Gaussian of unit area:

$$\sigma(x,t_n)=\kappa G\int_0^{t_n}\frac{e^{-x^2/(4\kappa s)}}{\sqrt{\pi\kappa s}}\,ds .$$

**How it drains.** Let $\tau$ be the time since nucleation. A unit amount at $x$, with a negative image at $-x$ to keep the void surface stress-free, retains the fraction $\mathrm{erf}[x/(2\sqrt{\kappa\tau})]$. The drained fraction is the complement. Averaging it over the half-Gaussian of age $s$, with $x=2\sqrt{\kappa s}\,y$,

$$\frac{2}{\sqrt\pi}\int_0^\infty e^{-y^2}\mathrm{erfc}\!\left(y\sqrt{\frac s\tau}\right)dy
=\frac4\pi\int_0^\infty dy\int_{y\sqrt{s/\tau}}^\infty dz\,e^{-y^2-z^2}=\frac2\pi\arctan\sqrt{\frac\tau s}.$$

In polar coordinates the region is a wedge with $y/z<\sqrt{\tau/s}$, of angle $\arctan\sqrt{\tau/s}$, and the radial integral is $1/2$.

**The sum over ages.** Put $r=\tau/t_n$ and $u=s/t_n$. The drained length is $vt_n\,q(r)$ with

$$q(r)=\frac2\pi\int_0^1\arctan\sqrt{\frac ru}\,du .$$

Integrate by parts, using $\frac{d}{du}\arctan\sqrt{r/u}=-\frac{\sqrt r}{2\sqrt u\,(u+r)}$:

$$q=\frac2\pi\left[\arctan\sqrt r+\frac{\sqrt r}{2}\int_0^1\frac{\sqrt u}{u+r}\,du\right].$$

With $u=y^2$ the remaining integral is

$$\int_0^1\frac{2y^2}{y^2+r}\,dy=2-2\sqrt r\arctan\frac1{\sqrt r},$$

and therefore

$$q(r)=\frac2\pi\left[\arctan\sqrt r+\sqrt r-r\arctan\frac1{\sqrt r}\right],\qquad
\ell=vt_n\left[r+q(r)\right]. \tag{7}$$

The term $r$ is the steady drift in (6). For small $r$, $q\simeq4\sqrt r/\pi-r$, so the void first grows as $\sqrt\tau$. For large $r$, $q\to1$: all the stored tension has drained, and $\ell$ approaches $v(t_n+\tau)$, as if growth had begun at time zero.

**The total lifetime.** Failure at $\ell=\ell_c$ requires

$$r+q(r)=\lambda,\qquad \lambda=\frac{\ell_c}{vt_n}=\frac{t_g}{t_n}\propto j .$$

The total lifetime is

$$t_f=t_n(1+r)=t_n+t_g-q\,t_n . \tag{8}$$

Simply adding the two times overestimates the lifetime by $q\,t_n$.

For the exponent, differentiate $q$ under its integral sign:

$$q'(r)=\frac2\pi\int_0^1\frac{\sqrt u\,du}{2\sqrt r\,(u+r)}=\frac2\pi\left[\frac1{\sqrt r}-\arctan\frac1{\sqrt r}\right]>0 .$$

From $r+q=\lambda$ we have $(1+q')\,dr=d\lambda=\lambda\,d\ln j$. Since $\ln t_f=\ln t_n+\ln(1+r)$,

$$n=-\frac{d\ln t_f}{d\ln j}=2-\frac{\lambda}{(1+r)(1+q')}. \tag{9}$$

The arctangent is below $\pi/2$, so $q<1$ and $\lambda<1+r$. The last fraction lies between 0 and 1, and hence $1<n<2$. For $\lambda\to0$ the fraction vanishes and $n\to2$. For $\lambda\to\infty$, $q'\to0$ and $\lambda/(1+r)\to1$, so $n\to1$. The two laws are the limits of one lifetime formula for a long line.

## 8. Worked example

Take round model parameters: $T=600$ K, $Z=1$, $\rho=4\times10^{-8}\ \Omega\,$m, $\Omega=1.2\times10^{-29}$ m³, $B=100$ GPa, $D=10^{-16}$ m²/s, $\sigma_c=100$ MPa, $\ell_c=100$ nm, $L=250$ µm and $j=10^{10}$ A/m². Then $kT=8.284\times10^{-21}$ J and $F=6.409\times10^{-17}$ N, so

$$G=\frac{6.409\times10^{-17}}{1.2\times10^{-29}}=5.341\times10^{12}\ \mathrm{Pa/m},$$

$$\kappa=\frac{10^{-16}\times10^{11}\times1.2\times10^{-29}}{8.284\times10^{-21}}=1.449\times10^{-14}\ \mathrm{m^2/s}.$$

The nucleation time is

$$t_n=\frac{\pi(10^8)^2}{4(1.449\times10^{-14})(5.341\times10^{12})^2}=1.90\times10^4\ \mathrm s=5.28\ \mathrm h .$$

The drift velocity is $v=7.736\times10^{-13}$ m/s, and growth from a stress-free start takes

$$t_g=\frac{10^{-7}}{7.736\times10^{-13}}=1.29\times10^5\ \mathrm s=35.9\ \mathrm h .$$

The long-line conditions hold: $GL/\sigma_c=13.4$, and $\ell_{\rm sat}=1669$ nm is far above $\ell_c$. This saturation length is only a scale for the comparison: reaching it needs an anode compression $GL\approx1.3$ GPa, and the model assumes elastic confinement without extrusion or cracking. The diffusion length at nucleation is 16.6 µm, so the neglected motion of the void edge is small too.

Doubling the current to $2\times10^{10}$ A/m² reduces the nucleation time from 5.28 h to 1.32 h, a factor of four, and the growth time from 35.9 h to 17.95 h, a factor of two. These times come from direct numerical solution of the atom balance.

For the two stages together, $\lambda=35.906/5.280=6.80$, which gives $r=5.97$ and $q=0.832$. By (8),

$$t_f=5.28+35.91-0.832\times5.28=36.8\ \mathrm h,$$

whereas the simple sum is 41.2 h. The numerical solution through both stages also gives 36.8 h.

## 9. Reading a measured exponent

In an ideally long, isothermal line with these parameters, (9) gives $n=1.99$ at $10^8$ A/m², 1.65 at $10^9$, 1.04 at $10^{10}$ and 1.00 at $10^{11}$. The last value is a limit of the isothermal model. At $10^{11}$ A/m² a wide line 100 nm thick on 1 µm of oxide (1 W/(m K)) would heat by roughly 40 K, which for an activation energy near 0.9 eV adds about 2 to the exponent. Low current favours nucleation control, because $t_n$ grows faster than $t_g$ as $j$ falls.

The low-current end demands a very long line. At $10^8$ A/m² the length $\sigma_c/G$ is already 1.9 mm, and $L$ must be several times larger. The 250 µm line does not nucleate a void at all below $1.5\times10^9$ A/m².

The two conditions for $n\approx2$ in the total lifetime can be combined. Inserting (4) into $\lambda$ gives

$$\lambda=\frac{\ell_cB}{\kappa Gt_n}=\frac{4BG\ell_c}{\pi\sigma_c^2}.$$

Nucleation control needs $\lambda\ll1$, and distance from the threshold needs $G\gg2\sigma_c/L$. Both can hold if

$$L\gg\frac{8B\ell_c}{\pi\sigma_c}.$$

For the example the right side is about 255 µm, so the 250 µm line has no extended current range in which its total lifetime follows $j^{-2}$, although its nucleation time does. The local exponent of the total lifetime only passes through 2 as it falls from large values near the threshold towards 1. A fatal void small enough, or a critical stress large enough, to satisfy the inequality opens such a range, but slowly. With $\ell_c=10$ nm, where $L$ is about ten times the bound, $n$ stays within 0.1 of 2 over less than a factor of two in current.

Two changes of the assumptions matter for the exponents. A uniform initial tension $\sigma_0<\sigma_c$ replaces $\sigma_c$ by $\sigma_c-\sigma_0$ in (4), because (2) with constant $\kappa$ contains only derivatives of $\sigma$. The nucleation exponent remains 2, but the extra tension also drains into an open void, so growth no longer proceeds at constant drift. Joule heating makes $D/T$ depend on $j$. Since both $t_n$ and $t_g$ contain the factor $T/D$, each exponent then gains $d\ln(D/T)/d\ln j$ if the other parameters stay fixed. An exponent near 2 is therefore not by itself proof of nucleation control.

## Values computed for the example and the checks

```
Inputs: T = 600 K, Z = 1, rho = 4.0e-08 ohm m, Omega = 1.2e-29 m^3
  B = 100 GPa, D = 1.0e-16 m^2/s, sigma_c = 100 MPa
  ell_c = 100 nm, L = 250 um, j = 1.0e+10 A/m^2
kT = 8.2839e-21 J, wind force F = 6.4087e-17 N
G = 5.3406 MPa/um, kappa = 1.4486e-14 m^2/s, v = 7.7363e-13 m/s
G L / sigma_c = 13.35, sigma_c/G = 18.72 um
Nucleation time t_n = 5.280 h = 1.9009e+04 s
Diffusion length sqrt(kappa t_n) = 16.59 um
Constant-drift growth time t_g = 35.906 h = 1.2926e+05 s
Stored void length v t_n = 14.71 nm
lambda = 6.800, r = 5.968, q(r) = 0.8317
Total lifetime t_f = 36.794 h, simple sum t_n+t_g = 41.186 h
Saturation void length = 1669 nm
Relative drop of drift rate at t_g from back stress = 8.8e-05
Solver times: j (A/m^2), nucleation (h), growth from stress-free start (h)
  5.0e+09     21.121     71.900
  1.0e+10      5.280     35.906
  2.0e+10      1.320     17.953
Fitted exponents: nucleation 2.0002, growth 1.0009
D*exp(1.5 sigma/sigma_c): exponent 2.0002, time ratio 0.819
Finite line: G L/sigma_c, local nucleation exponent
  2.1  7.057
  2.5  2.858
  3.0  2.249
  4.0  2.023
  6.0  2.000
Current density at threshold G L = 2 sigma_c: 1.498e+09 A/m^2
Void after nucleation: r, q(r), solver length (nm), formula length (nm)
  0.1  0.3158  6.112  6.115
  1.0  0.6366  24.067  24.068
  5.0  0.8172  85.548  85.549
Total lifetime: j (A/m^2), solver (h), formula (h)
  3.0e+09  138.596  138.596
  1.0e+10  36.795  36.794
Crossover: j (A/m^2), lambda, t_n (h), t_g (h), t_f (h), exponent n, sigma_c/G (um)
  1e+08   0.0680  52803.4610  3590.556   52953.781 1.9943  1872.45
  1e+09   0.6800    528.0346   359.056     657.598 1.6540   187.25
  3e+09   2.0400     58.6705   119.685     138.596 1.2110    62.42
  1e+10   6.7998      5.2803    35.906      36.794 1.0369    18.72
  3e+10  20.3995      0.5867    11.969      12.024 1.0070     6.24
  1e+11  67.9985      0.0528     3.591       3.593 1.0011     1.87
```
